**Convergence of the KKR lattice sum at real and complex energy**

The program studies $S(R_c)=\sum_{0<|\mathbf R|\le R_c}e^{i\mathbf k\cdot\mathbf R}e^{i\kappa R}/R$ on a simple cubic lattice with $a=5$ bohr, where $\kappa=\sqrt E$ in Rydberg units and $\mathrm{Im}\,\kappa\ge0$. Direct sums out to 1200 bohr are compared with Ewald summation. At $E=0.6$ Ry it asserts that the rms error for cutoffs of 600 to 1200 bohr exceeds 80% of that for 150 to 300 bohr, that a smooth average over cutoffs returns the Ewald value, and that four Fourier components of the remainder agree with the Poisson formula. At $\mathrm{Im}\,E=0.2$, 0.1 and 0.05 Ry it asserts that the fitted decay rate equals $\mathrm{Im}\,\kappa$ within 5%, and that the radius predicted from small clusters is within 10% of the one found. It also asserts the strict bound on the absolute tail at one radius, the decay rate for $l=4$ within 8%, and convergence at $E=-0.6$ Ry. The output shows the radius for an error below $10^{-6}$ bohr$^{-1}$ growing from 107 to 435 bohr as $\mathrm{Im}\,E$ falls from 0.2 to 0.05 Ry. The radius printed for $\mathrm{Im}\,E=0.001$ Ry is an extrapolation, not a direct sum.

## Verification by program

```python
"""
Result under test: the KKR lattice sum
    S(Rc) = sum over 0<|R|<=Rc of exp(i k.R) exp(i kappa R)/R
has no limit at real positive energy E = kappa^2; for Im kappa > 0 its
truncation error decays at the exponential rate Im kappa.
Symbols: a cubic lattice constant (bohr), omega cell volume, k Bloch vector,
q = |k+G| with G reciprocal vectors, E energy (Ry), kappa = sqrt(E) (1/bohr)
with Im kappa >= 0, eta = Im kappa. S is in 1/bohr.
References come from Ewald summation, independent of the direct sums.
"""
import numpy as np
from math import factorial
from scipy.special import erfc, spherical_jn, spherical_yn
from scipy.constants import physical_constants

a = 5.0
omega = a**3
k_frac = np.array([0.1, 0.2, 0.3])
k_vec = 2*np.pi/a*k_frac
e_real = 0.6
n_max = 240                       # largest cluster radius in units of a
n_sq = n_max**2
eps = 1e-6                        # allowed absolute error, 1/bohr
bohr_nm = physical_constants["Bohr radius"][0]*1e9


def shell_weights(frac):
    """Sums over each shell n=|R/a|^2 of exp(ik.R) and exp(ik.R) P4(z/R)."""
    m = np.arange(n_max + 1)
    w = [np.where(m == 0, 1.0, 2.0)*np.cos(2*np.pi*f*m) for f in frac]
    m2 = m[:, None]**2 + m[None, :]**2
    keep = m2 <= n_sq
    plane = np.bincount(m2[keep], weights=np.outer(w[0], w[1])[keep],
                        minlength=n_sq + 1)
    s0 = np.zeros(n_sq + 1)
    s4 = np.zeros(n_sq + 1)
    for z in m:
        part = w[2][z]*plane[:n_sq + 1 - z*z]
        c2 = z*z/np.maximum(np.arange(z*z, n_sq + 1), 1)
        s0[z*z:] += part
        s4[z*z:] += part*(35*c2**2 - 30*c2 + 3)/8
    return s0[1:], s4[1:]


weights, weights4 = shell_weights(k_frac)
counts, _ = shell_weights(np.zeros(3))
shells = np.arange(1, n_sq + 1)
radii = a*np.sqrt(shells)
edges = a*np.sqrt(np.arange(1, n_sq + 2))
mids = 0.5*(edges[1:] + edges[:-1])
widths = np.diff(edges)
sites = np.cumsum(counts)


def kappa_of(energy):
    root = np.sqrt(complex(energy))
    return root if root.imag >= 0 else -root


def direct(kappa):
    return np.cumsum(weights*np.exp(1j*kappa*radii)/radii)


def at_radius(rc):
    """Index of the last shell inside radius rc."""
    return np.floor((np.asarray(rc)/a)**2 + 1e-9).astype(int) - 1


g = np.arange(-6, 7)
cells = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1).T
q_all = np.linalg.norm(k_vec + 2*np.pi/a*cells, axis=1)
q_sorted = np.sort(q_all)


def ewald(energy, alpha):
    kap = kappa_of(energy)
    recip = 4*np.pi/omega*np.sum(np.exp((energy - q_all**2)/(4*alpha**2))
                                 / (q_all**2 - energy))
    vec = a*cells[np.any(cells != 0, axis=1)]
    r = np.linalg.norm(vec, axis=1)
    shift = 1j*kap/(2*alpha)
    short = (np.exp(1j*kap*r)*erfc(alpha*r + shift)
             + np.exp(-1j*kap*r)*erfc(alpha*r - shift))/(2*r)
    smooth_at_zero = (1j*kap*erfc(-shift)
                      + 2*alpha/np.sqrt(np.pi)*np.exp(energy/(4*alpha**2)))
    return recip + np.sum(np.exp(1j*vec @ k_vec)*short) - smooth_at_zero


def reference(energy):
    alpha = np.sqrt(np.pi)/a
    value = ewald(energy, alpha)
    assert abs(value - ewald(energy, 1.2*alpha)) < 1e-11
    return value


def smooth_mean(values, lo, hi):
    """Average over cutoff radius with a smooth sin^4 window."""
    sel = (mids > lo*a) & (mids < hi*a)
    w = np.sin(np.pi*(mids[sel]/a - lo)/(hi - lo))**4*widths[sel]
    return np.sum(w*values[sel])/np.sum(w)


def rms(values, lo, hi):
    sel = (mids > lo*a) & (mids < hi*a)
    return np.sqrt(np.sum(widths[sel]*abs(values[sel])**2)
                   / np.sum(widths[sel]))


def check_components(error, kappa, lo, hi):
    """Fourier components of the scaled remainder against Poisson result."""
    sel = (mids > lo*a) & (mids < hi*a)
    scaled = np.zeros(n_sq, complex)
    scaled[sel] = error[sel]*np.exp(-1j*kappa*mids[sel])
    out = []
    for q in q_sorted[:2]:
        for sign in (1, -1):
            found = smooth_mean(scaled*np.exp(-1j*sign*q*mids), lo, hi)
            formula = -2*np.pi/(omega*q*(q + sign*kappa))
            assert abs(found - formula) < 5e-3*abs(formula), (found, formula)
            out.append((q, sign, found, formula))
    return out


def decay_rate(error, eta):
    grid = np.linspace(8*a, min(0.98*n_max*a, 25/eta), 6000)
    return -np.polyfit(grid, np.log(abs(error[at_radius(grid)])), 1)[0]


def small_cluster_amplitude(error, eta):
    sel = (mids > 5*a) & (mids < 15*a)
    return np.max(abs(error[sel])*np.exp(eta*mids[sel]))


print(f"lattice constant a = {a:.1f} bohr, Re E = {e_real:.1f} Ry")
print("k in units of 2 pi/a:", k_frac)
print(f"largest cluster: radius {n_max*a:.0f} bohr, {sites[-1]:.0f} sites")

# Shell terms at k = 0 do not tend to zero
upper = slice(n_sq//2, None)
shell_mean = np.mean(counts[upper]/radii[upper])
assert abs(shell_mean/(2*np.pi/a) - 1) < 0.01
print(f"k=0 mean shell modulus, outer half = {shell_mean:.4f} 1/bohr")
print(f"2 pi/a = {2*np.pi/a:.4f} 1/bohr")

# Real positive energy
kap0 = kappa_of(e_real)
s_ref = reference(e_real)
s_dir = direct(kap0)
print(f"real E: kappa = {kap0.real:.4f} 1/bohr")
print(f"two smallest q = {q_sorted[0]:.4f}, {q_sorted[1]:.4f} 1/bohr")
print(f"real E: Ewald S = {s_ref:.5f} 1/bohr")
for rc in (30, 60, 120, 240):
    print(f"real E: S(Rc={rc*a:.0f} bohr) = {s_dir[at_radius(rc*a)]:.5f} 1/bohr")
spread = [rms(s_dir - s_ref, lo, 2*lo) for lo in (30, 60, 120)]
for lo, value in zip((30, 60, 120), spread):
    print(f"real E: rms error, Rc {lo*a:.0f}-{2*lo*a:.0f} bohr = "
          f"{value:.4f} 1/bohr")
assert spread[2] > 0.8*spread[0]
averaged = smooth_mean(s_dir, 100, 240)
assert abs(averaged - s_ref) < 1e-3
print(f"real E: smooth average of S(Rc) = {averaged:.5f} 1/bohr")
for q, sign, found, formula in check_components(s_dir - s_ref, kap0, 100, 240):
    print(f"real E: component kappa{'+' if sign > 0 else '-'}q, q={q:.4f}: "
          f"found {found.real:.5f}, formula {formula.real:.5f} 1/bohr")

# Complex energy
for gamma in (0.2, 0.1, 0.05):
    energy = e_real + 1j*gamma
    kap = kappa_of(energy)
    eta = kap.imag
    s_ref = reference(energy)
    error = direct(kap) - s_ref
    assert abs(error[-1]) < 1e-11
    rate = decay_rate(error, eta)
    assert abs(rate/eta - 1) < 0.05, (rate, eta)
    last = np.nonzero(abs(error) >= eps)[0][-1] + 1
    needed = radii[last]
    amp = small_cluster_amplitude(error, eta)
    predicted = np.log(amp/eps)/eta
    assert abs(predicted/needed - 1) < 0.10, (predicted, needed)
    print(f"Im E={gamma:.2f} Ry: Im kappa = {eta:.5f}, "
          f"fitted rate = {rate:.5f} 1/bohr")
    print(f"  S = {s_ref:.6f} 1/bohr, amplitude A = {amp:.3f} 1/bohr")
    print(f"  radius for error < {eps:.0e} 1/bohr: {needed:.1f} bohr "
          f"({needed*bohr_nm:.2f} nm), {sites[last]:.0f} sites")
    print(f"  radius predicted by ln(A/eps)/Im kappa: {predicted:.1f} bohr")
    if gamma == 0.1:
        rc = 30*a
        i = at_radius(rc)
        tail = np.sum((counts*np.exp(-eta*radii)/radii)[i + 1:])
        estimate = 4*np.pi/omega*(rc/eta + 1/eta**2)*np.exp(-eta*rc)
        d = np.sqrt(3)*a/2
        u = rc - 2*d
        bound = (4*np.pi/omega*np.exp(-eta*u)
                 * ((u + 2*d + d*d/u)/eta + 1/eta**2))
        assert abs(error[i]) <= tail <= bound
        assert abs(tail/estimate - 1) < 0.05
        print(f"  at Rc={rc:.0f} bohr: error {abs(error[i]):.2e}, absolute "
              f"tail {tail:.2e} 1/bohr")
        print(f"  tail integral {estimate:.2e}, strict bound {bound:.2e} 1/bohr")
    if gamma == 0.05:
        check_components(error, kap, 40, 100)
        scaled = np.zeros(n_sq)
        inside = mids < 110*a
        scaled[inside] = abs(error[inside])*np.exp(eta*mids[inside])
        near, far = rms(scaled, 10, 20), rms(scaled, 70, 100)
        assert 0.6 < far/near < 1.7
        print(f"  rms error*exp(Im kappa Rc): {near:.4f} (50-100 bohr), "
              f"{far:.4f} (350-500 bohr) 1/bohr")


# Higher angular momentum has the same rate
def hankel(l, z):
    series = sum(1j**m*factorial(l + m)/(factorial(m)*factorial(l - m)
                 * (2*z)**m) for m in range(l + 1))
    return (-1j)**(l + 1)*np.exp(1j*z)/z*series


assert abs(hankel(4, 3.0) - spherical_jn(4, 3.0)
           - 1j*spherical_yn(4, 3.0)) < 1e-10
kap = kappa_of(e_real + 0.2j)
sum4 = np.cumsum(weights4*1j*kap*hankel(4, kap*radii))
rate4 = decay_rate(sum4 - sum4[-1], kap.imag)
assert abs(rate4/kap.imag - 1) < 0.08, rate4
print(f"l=4, Im E=0.20 Ry: fitted rate = {rate4:.5f} 1/bohr")

# Negative real energy converges on the real axis
kap = kappa_of(-e_real)
error = direct(kap) - reference(-e_real)
assert abs(error[at_radius(12*a)]) < 1e-11
last = np.nonzero(abs(error) >= eps)[0][-1] + 1
print(f"E=-{e_real:.1f} Ry: Im kappa = {kap.imag:.4f} 1/bohr, radius "
      f"{radii[last]:.1f} bohr, {sites[last]:.0f} sites")

# Prediction close to the real axis, beyond the reach of the direct sum
energy = e_real + 0.001j
kap = kappa_of(energy)
amp = small_cluster_amplitude(direct(kap) - reference(energy), kap.imag)
radius = np.log(amp/eps)/kap.imag
print(f"Im E=0.001 Ry: Im kappa = {kap.imag:.3e} 1/bohr, A = {amp:.3f} 1/bohr")
print(f"  predicted radius {radius:.0f} bohr ({radius*bohr_nm:.0f} nm), "
      f"{4*np.pi*radius**3/(3*omega):.1e} sites")
print("checks complete")
```

Running it gives:

```
lattice constant a = 5.0 bohr, Re E = 0.6 Ry
k in units of 2 pi/a: [0.1 0.2 0.3]
largest cluster: radius 1200 bohr, 57902532 sites
k=0 mean shell modulus, outer half = 1.2566 1/bohr
2 pi/a = 1.2566 1/bohr
real E: kappa = 0.7746 1/bohr
two smallest q = 0.4702, 0.9234 1/bohr
real E: Ewald S = -0.01558-0.77460j 1/bohr
real E: S(Rc=150 bohr) = 0.42947-0.24333j 1/bohr
real E: S(Rc=300 bohr) = -0.09681-0.68181j 1/bohr
real E: S(Rc=600 bohr) = 0.17859-0.05899j 1/bohr
real E: S(Rc=1200 bohr) = 0.97155-0.39226j 1/bohr
real E: rms error, Rc 150-300 bohr = 0.6496 1/bohr
real E: rms error, Rc 300-600 bohr = 0.6632 1/bohr
real E: rms error, Rc 600-1200 bohr = 0.6868 1/bohr
real E: smooth average of S(Rc) = -0.01558-0.77460j 1/bohr
real E: component kappa+q, q=0.4702: found -0.08588, formula -0.08588 1/bohr
real E: component kappa-q, q=0.4702: found 0.35119, formula 0.35119 1/bohr
real E: component kappa+q, q=0.9234: found -0.03206, formula -0.03206 1/bohr
real E: component kappa-q, q=0.9234: found -0.36572, formula -0.36572 1/bohr
Im E=0.20 Ry: Im kappa = 0.12739, fitted rate = 0.12668 1/bohr
  S = -0.017788-0.264163j 1/bohr, amplitude A = 1.081 1/bohr
  radius for error < 1e-06 1/bohr: 107.1 bohr (5.67 nm), 41346 sites
  radius predicted by ln(A/eps)/Im kappa: 109.1 bohr
Im E=0.10 Ry: Im kappa = 0.06433, fitted rate = 0.06404 1/bohr
  S = 0.003109-0.463504j 1/bohr, amplitude A = 1.132 1/bohr
  radius for error < 1e-06 1/bohr: 214.7 bohr (11.36 nm), 331596 sites
  radius predicted by ln(A/eps)/Im kappa: 216.7 bohr
  at Rc=150 bohr: error 5.39e-05, absolute tail 1.67e-02 1/bohr
  tail integral 1.67e-02, strict bound 2.91e-02 1/bohr
Im E=0.05 Ry: Im kappa = 0.03225, fitted rate = 0.03212 1/bohr
  S = 0.003926-0.608563j 1/bohr, amplitude A = 1.116 1/bohr
  radius for error < 1e-06 1/bohr: 434.6 bohr (23.00 nm), 2750392 sites
  radius predicted by ln(A/eps)/Im kappa: 431.8 bohr
  rms error*exp(Im kappa Rc): 0.5754 (50-100 bohr), 0.6643 (350-500 bohr) 1/bohr
l=4, Im E=0.20 Ry: fitted rate = 0.12860 1/bohr
E=-0.6 Ry: Im kappa = 0.7746 1/bohr, radius 15.8 bohr, 146 sites
Im E=0.001 Ry: Im kappa = 6.455e-04 1/bohr, A = 1.065 1/bohr
  predicted radius 21501 bohr (1138 nm), 3.3e+11 sites
checks complete
```
